# Fowler-Nordheim emission through a triangular barrier, with its quadratic field prefactor

Suppose the current that a strong field pulls out of a cold metal is estimated by multiplying the flux of electrons striking the surface by the tunnelling probability at the Fermi level. For a metal with Fermi energy 6 eV and work function 4.5 eV, in a field that exerts a force of 0.5 eV/Å on an electron, this estimate is too large by a factor of about 340 relative to the formula derived below. It also has the wrong field dependence. A work function read from the slope of \(\ln J\) against \(1/F\), as if the exponential were the whole field dependence, comes out about 10% too high at this field for the triangular barrier treated below. Both faults have one origin: the electrons that escape come from a thin layer of energies below the Fermi level, and the thickness of that layer depends on the field.

Let the metal fill \(x<0\) and contain free electrons with potential energy zero, filled up to the Fermi energy \(E_F\). The work function \(\phi\) is the energy from the Fermi level to the top of the barrier at the surface. Outside,

\[
V(x)=E_F+\phi-Fx,\qquad x>0,
\]

where \(F>0\) is the force on an electron, that is, the field strength times the elementary charge. The algebra is in atomic units, \(\hbar=m=e=1\). The temperature is zero, no electrons return from outside, and the attraction of an electron to its own image charge is left out. In these units the number flux \(J\) is also the magnitude of the current density.

The potential depends on \(x\) alone, so the momentum parallel to the surface is conserved. The motion along \(x\) has its own energy \(W=k_x^2/2\), and the transmission depends on nothing else. It is convenient to measure this energy downward from the Fermi level, by the depth \(\varepsilon=E_F-W\). An electron at the Fermi energy that moves obliquely has \(\varepsilon>0\), because part of its energy lies in the parallel motion and does not help it through the barrier.

The supply function \(N\) is the flux striking the surface per unit interval of \(W\). With two spin states, the density of states in wave-vector space is \(2/(2\pi)^3\) per unit volume, and each electron contributes its velocity \(k_x\) to the flux. Since \(k_x\,dk_x=dW\),

\[
N\,dW=\frac{2}{(2\pi)^3}\,dW\int dk_y\,dk_z .
\]

At zero temperature the occupied states satisfy \(W+k_\parallel^2/2<E_F\), or \(k_\parallel^2<2\varepsilon\). The remaining integral is the area of a disc, \(\pi\cdot 2\varepsilon\), so

\[
N=\frac{2}{8\pi^3}\,2\pi\varepsilon=\frac{\varepsilon}{2\pi^2}.
\]

The supply vanishes linearly at the Fermi level. An electron with \(W=E_F\) must move straight at the surface, and the disc of allowed parallel momenta has shrunk to a point. A direct count of plane-wave states in a large box, weighted in three different ways, agrees with this function to within \(10^{-4}\), relative to the formula.

Inside the barrier the wave decays at the local rate \(\kappa(x)=\sqrt{2(V-W)}\). The WKB transmission, with its prefactor set to one, is

\[
D=\exp\left(-2\int_0^{x_t}\kappa\,dx\right),
\]

where the 2 appears because probability is the square of amplitude. The height of the barrier above the electron's normal energy is \(V-W=\phi+\varepsilon-Fx\), which reaches zero at \(x_t=(\phi+\varepsilon)/F\). With \(s=\phi+\varepsilon-Fx\) and \(dx=-ds/F\),

\[
2\int_0^{x_t}\kappa\,dx=\frac{2\sqrt2}{F}\int_0^{\phi+\varepsilon}\sqrt{s}\,ds
=\frac{4\sqrt2}{3F}(\phi+\varepsilon)^{3/2}\equiv G(\varepsilon).
\]

The power 3/2 combines a decay rate proportional to the square root of the barrier height with a length proportional to the height itself. Collecting supply and transmission gives the full WKB current,

\[
J_W=\frac{1}{2\pi^2}\int_0^{E_F}\varepsilon\,e^{-G(\varepsilon)}\,d\varepsilon .
\]

The two factors compete. Supply grows with depth, while transmission falls. To find how fast it falls, expand the exponent about the Fermi level:

\[
G(\varepsilon)\approx G(0)+\frac{\varepsilon}{d},\qquad
\frac1d=G'(0)=\frac{4\sqrt2}{3F}\cdot\frac32\sqrt\phi=\frac{2\sqrt{2\phi}}{F}.
\]

Thus \(d=F/(2\sqrt{2\phi})\) is the depth over which the transmission drops by a factor \(e\). A stronger field makes the barrier thinner and the transmission less sensitive to energy, so the window widens in proportion to \(F\).

With the linear exponent, integration by parts gives

\[
\int_0^{E_F}\varepsilon e^{-\varepsilon/d}d\varepsilon
=d^2\left[1-\left(1+\frac{E_F}{d}\right)e^{-E_F/d}\right].
\]

If the band is deep, \(E_F\gg d\), the bracket tends to one. Since \(d^2=F^2/(8\phi)\), the current is \(d^2e^{-G(0)}/(2\pi^2)\), or

\[
J_{FN}=\frac{F^2}{16\pi^2\phi}\exp\left(-\frac{4\sqrt2\,\phi^{3/2}}{3F}\right).
\]

This is the Fowler-Nordheim current for the triangular barrier with unit WKB prefactor.

The quadratic prefactor can now be read. One power of \(F\) is the width of the energy window. The other is the supply at a typical depth within the window, which is proportional to \(d\) because the supply starts from zero. A single one-dimensional channel shows the difference. There the flux per unit energy, with spin, is \(2k\,dk/(2\pi)=dW/\pi\), a constant supply, and the current is \(d\,e^{-G(0)}/\pi\), with one power of \(F\). Integrating the full WKB transmission at 0.05 eV/Å and removing the exponential at the Fermi level leaves a local power of 1.9925 for the linear supply and 0.9975 for the constant one.

The opposite limit of the bracket is also instructive. For \(s=E_F/d\ll1\), \(1-(1+s)e^{-s}\approx s^2/2\), and the integral becomes \(E_F^2/2\). The current is then \(E_F^2e^{-G(0)}/(4\pi^2)\), which is the entire incident flux times the transmission at the Fermi level. With the WKB prefactor set to one, the naive estimate of the opening therefore belongs to a band so shallow that the exponent is nearly the same for all its electrons, and in that limit the factor \(F^2\) is gone. The unit prefactor is poor in this limit. The matched transmission derived below is proportional to \(\sqrt W\) for slow electrons, and since \(\int_0^{E_F}(E_F-W)\sqrt W\,dW=\tfrac{4}{15}E_F^{5/2}\) instead of \(\tfrac12E_F^{5/2}\), flux times the true transmission at the Fermi level is still too large by \(15/8\). For a deep band the estimate exceeds \(J_{FN}\) by \(E_F^2/(2d^2)\).

Ordinary units follow by restoring \(m\) and \(\hbar\) in the two ingredients. The supply becomes \(m\varepsilon/(2\pi^2\hbar^3)\) and the width becomes \(d=\hbar F/(2\sqrt{2m\phi})\). In the product \(md^2/(2\pi^2\hbar^3)\) the mass cancels, leaving

\[
J_{FN}=\frac{F^2}{16\pi^2\hbar\phi}
\exp\left(-\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar F}\right)
\]

electrons per unit area and time. Multiplication by \(e\) gives the electric current density. The cancellation survives even if the electron has a different isotropic mass \(m_b\) in the barrier, provided that, besides \(E_F\gg d\), the metal supplies all the parallel momenta that tunnel: these reach \(\hbar^2k_\parallel^2/(2m_b)\sim d\), so \(E_F\gg(m_b/m)\,d\) is needed as well. With total energy \(E\) below the Fermi level and conserved parallel momentum \(\hbar k_\parallel\), it then meets a barrier of height \(\phi+E+\hbar^2k_\parallel^2/(2m_b)\) at the surface. The sum over parallel momenta therefore brings in \(m_b\), not the mass in the metal, and \(m_b\) cancels against the one in \(d^2\). The mass in the exponent is then \(m_b\).

For numbers, take \(\phi=4.5\) eV, \(E_F=6\) eV and \(F=0.5\) eV/Å, round model parameters that stand for no particular metal. An electron at the Fermi level leaves the barrier at \(x_t=4.5/0.5=9\) Å. The constant in the exponent is 0.68309 eV\(^{-1/2}\) Å\(^{-1}\), so

\[
G(0)=\frac{0.68309\times4.5^{3/2}}{0.5}=13.04,\qquad e^{-G(0)}=2.17\times10^{-6}.
\]

The definitions of \(G(0)\) and \(d\) give \(d=2\phi/(3G(0))\), hence \(d=9/39.12=0.230\) eV. The prefactor constant \(1/(16\pi^2\hbar)\) is \(9.621\times10^{12}\) s\(^{-1}\) eV\(^{-1}\), and

\[
J_{FN}=9.621\times10^{12}\times\frac{0.5^2}{4.5}\times2.17\times10^{-6}
\approx1.16\times10^{6}\ \text{s}^{-1}\,\text{Å}^{-2},
\]

which is \(1.86\times10^7\) A/m². The band is \(E_F/d=26.1\) window widths deep, and \(26.1^2/2\approx340\) is the overestimate quoted at the start.

In the linearized model the emitted electrons are distributed in depth as \(\varepsilon e^{-\varepsilon/d}/d^2\). This distribution is zero at the Fermi level, peaks at \(\varepsilon=d\), and has mean \(2d=0.46\) eV. The full WKB integral gives a mean of 0.43 eV. These are depths in normal energy; the total energy of an emitted electron lies closer to the Fermi level, because it includes the parallel motion.

The straight-line exponent is an approximation, and its error can be bounded. The function \((\phi+\varepsilon)^{3/2}\) has a positive second derivative, so it lies above its tangent at \(\varepsilon=0\). Its third derivative is negative, so it lies below its second-order expansion. The quadratic term of that expansion is \(\tfrac38\phi^{-1/2}\varepsilon^2\). Multiplied by \(4\sqrt2/(3F)\) it becomes \(\varepsilon^2/(F\sqrt{2\phi})\), and because \(F=2\sqrt{2\phi}\,d\), this equals \(\varepsilon^2/(4\phi d)\). Therefore

\[
\frac{\varepsilon}{d}\le G(\varepsilon)-G(0)\le\frac{\varepsilon}{d}+\frac{\varepsilon^2}{4\phi d}.
\]

The left inequality makes \(J_{FN}\) an upper bound on \(J_W\), since extending the integral to infinity can only add to it. For a lower bound, use \(e^{-y}\ge1-y\) with \(y=\varepsilon^2/(4\phi d)\). The subtracted term is largest when integrated to infinity, where it is

\[
\frac{1}{4\phi d}\int_0^\infty\varepsilon^3e^{-\varepsilon/d}d\varepsilon
=\frac{6d^4}{4\phi d}=\frac{3d^3}{2\phi}.
\]

Dividing by \(d^2\) and keeping the missing tail below the band bottom,

\[
1-\frac{3d}{2\phi}-\left(1+\frac{E_F}{d}\right)e^{-E_F/d}
\le\frac{J_W}{J_{FN}}\le1 .
\]

In the example \(d/\phi=0.051\) and the tail term is about \(10^{-10}\), so the ratio must lie between 0.923 and 1. Numerical integration gives 0.933: the formula exceeds the full WKB current by about 7%.

The size of this difference follows from the next terms. Put \(\varepsilon=td\) and \(u=d/\phi\). Since \(G(0)=2/(3u)\), expanding \((1+ut)^{3/2}\) gives

\[
G-G(0)=t+\frac{u t^2}{4}-\frac{u^2t^3}{24}+\dots
\]

Expanding the exponential of the small terms and integrating with weight \(te^{-t}\), where \(\int_0^\infty t^ne^{-t}dt=n!\), yields, apart from the exponentially small tail,

\[
\frac{J_W}{J_{FN}}=1-\frac{3!}{4}u+\left(\frac{4!}{24}+\frac{5!}{32}\right)u^2+\dots
=1-\frac32u+\frac{19}{4}u^2+\dots
\]

For \(u=0.051\) this is 0.936, close to the integrated value. Because \(u\) is proportional to \(F\), the first correction also lowers the local power of \(F\) from 2 to about \(2-3u/2\), which accounts for the 1.9925 found at 0.05 eV/Å. Besides a deep band, \(E_F\gg d\), the formula thus requires \(d\ll\phi\), and because \(u=2/(3G(0))\) this is the same as a large tunnelling exponent. It fails when the field is so strong, or the barrier so low, that the exponent is no longer large; the divergence of the prefactor as \(\phi\to0\) has no physical meaning.

Dividing by \(F^2\) and taking the logarithm gives the straight line used to analyse emission data:

\[
\ln\frac{J_{FN}}{F^2}=-\ln(16\pi^2\phi)-\frac{4\sqrt2\,\phi^{3/2}}{3}\,\frac1F .
\]

If the factor \(F^2\) is not divided out, the slope with respect to \(1/F\) gains an extra term \(-2F\), because \(2\ln F=-2\ln(1/F)\). At 0.5 eV/Å the slope is then \(-6.52-1.00=-7.52\) eV/Å instead of \(-6.52\) eV/Å, and the inferred work function is too large by \((7.52/6.52)^{2/3}=1.10\). With \(F^2\) divided out, the full WKB current has a local slope of \(-6.49\) eV/Å, which would give a work function only 0.3% too low. Within the triangular model the plot is so tolerant because the correction \(-3u/2\), being proportional to \(F\), changes the slope by only \(3uF/2\) to leading order. Since the slope has magnitude \(G(0)F=2F/(3u)\), this is a fraction \(9u^2/4\) of it, which is second order in \(u\). If the force at the surface is an unknown multiple \(\beta\) of a nominal one, the slope against the inverse nominal force fixes \(\phi^{3/2}/\beta\), not \(\phi\) alone.

There remains the unit prefactor of \(D\). WKB assumes a potential that varies slowly on the scale of the wavelength, and the edge at \(x=0\) is abrupt. For this model the wave equation can be solved without that assumption. Outside, it reads \(\psi''=2F(x_t-x)\psi\). With \(\alpha=(2F)^{1/3}\) and \(z=\alpha(x_t-x)\) it becomes Airy's equation, \(d^2\psi/dz^2=z\psi\). Far outside, where \(z\to-\infty\), the functions \(\mathrm{Bi}\) and \(\mathrm{Ai}\) approach a cosine and a sine of the same phase with equal amplitudes, and the phase grows with \(x\). The outgoing wave is therefore \(\psi=\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)\). Its flux is

\[
\operatorname{Im}\left(\psi^*\frac{d\psi}{dx}\right)
=-\alpha(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac{\alpha}{\pi},
\]

by the Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi\). Inside the metal the wave is \(ae^{ikx}+be^{-ikx}\), with \(k=\sqrt{2W}\). Continuity of value and slope at \(x=0\) gives \(a+b=\psi\) and \(ik(a-b)=d\psi/dx=-\alpha\psi'\), where the prime is a derivative with respect to \(z\). Hence \(2ka=k\psi+i\alpha\psi'\), and

\[
4k^2|a|^2=(k\mathrm{Bi}-\alpha\mathrm{Ai}')^2+(k\mathrm{Ai}+\alpha\mathrm{Bi}')^2 .
\]

The cross terms combine into the Wronskian. Dividing the outgoing flux \(\alpha/\pi\) by the incident flux \(k|a|^2\),

\[
D=\frac{4\alpha k/\pi}{k^2(\mathrm{Ai}^2+\mathrm{Bi}^2)+\alpha^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+2\alpha k/\pi},
\]

with the Airy functions taken at \(z_0=\alpha x_t\). Direct numerical integration of the Schrödinger equation confirms this transmission at three energies.

At low field \(z_0\) is large, the \(\mathrm{Ai}\) terms and the constant are negligible, and \(\mathrm{Bi}^2\approx e^{2\zeta}/(\pi\sqrt{z_0})\), \(\mathrm{Bi}'^2\approx\sqrt{z_0}\,e^{2\zeta}/\pi\), with \(\zeta=\tfrac23z_0^{3/2}\). Let \(\kappa=\sqrt{2(\phi+\varepsilon)}\) be the decay rate just outside the surface. Then \(x_t=\kappa^2/(2F)=\kappa^2/\alpha^3\), so \(\sqrt{z_0}=\kappa/\alpha\) and \(2\zeta=2\kappa^3/(3F)=G(\varepsilon)\). Substitution gives

\[
D\approx\frac{4\alpha k}{k^2\alpha/\kappa+\alpha\kappa}\,e^{-G}
=\frac{4k\kappa}{k^2+\kappa^2}\,e^{-G}.
\]

The exponential is the WKB one, and the factor in front describes how well the wave in the metal matches the decaying wave at the edge. As \(F\to0\) the window closes on the Fermi level, where \(k^2=2E_F\) and \(\kappa^2=2\phi\), so the whole current is multiplied by

\[
P=\frac{4\sqrt{E_F\phi}}{E_F+\phi}.
\]

This factor is at most 2, reached when \(E_F=\phi\), and it falls below one when the two energies are very unequal. It does not depend on the field, so it shifts the straight-line plot without changing its low-field slope.

In the example \(P=4\sqrt{27}/10.5=1.98\), and the matched-wave current is \(2.16\times10^6\) s\(^{-1}\) Å\(^{-2}\), or 1.86 times \(J_{FN}\). The edge nearly doubles the current, and the curvature of the exponent takes a little back. The ratio of the matched-wave current to \(J_W\) is 2.00, slightly above \(P\), mainly because the electrons start below the Fermi level; a smaller part of the rise comes from the finite field. At depth \(\varepsilon\) the edge factor is \(4\sqrt{(E_F-\varepsilon)(\phi+\varepsilon)}/(E_F+\phi)\), which equals 1.996 at the mean depth of 0.43 eV.

From 0.2 to 1.0 eV/Å, \(J_{FN}\) rises by a factor of about \(5\times10^{12}\), of which the prefactor supplies 25. Over the same range \(J_W/J_{FN}\) falls from 0.97 to 0.88, as the numerical output shows. These ratios measure errors within the triangular model, and the model itself leaves out a larger effect. The classical image potential \(-1/(4x)\) added to \(-Fx\) has its maximum at \(x=1/(2\sqrt F)\), with value \(-\sqrt F\). For \(F=0.00972\) atomic units the barrier top drops by 0.0986 hartree, about 2.7 eV out of 4.5 eV. The barrier is lower everywhere, so its WKB transmission is larger, and the absolute current found here should not be taken as a prediction for a real surface. The slope changes too, because the lowering itself depends on the field: with the image potential the WKB slope of \(\ln(J/F^2)\) at 0.5 eV/Å is about 7% smaller in magnitude, so a work function read with the triangular formula comes out about 5% too low, far more than the 0.3% found within the triangular model.

Temperature sets one more condition. Above the Fermi level the occupation falls roughly as \(e^{-\eta/k_BT}\) with energy \(\eta\), while the transmission grows as \(e^{\eta/d}\). The thermal electrons remain a small correction if \(k_BT\ll d\). At room temperature \(k_BT\) is roughly 0.03 eV, well below the 0.23 eV of the example, but \(d\) shrinks in proportion to \(F\), so the zero-temperature formula fails at sufficiently weak fields. Finally, the barrier must remain triangular as far as the exit point. If a second electrode stands closer than \(x_t\), the electron tunnels directly into it through a trapezoid, and both the exponent and the window width change.

## Values computed for the example and the checks

```
work function: 4.50 eV
Fermi energy: 6.00 eV
force on electron F: 0.50 eV/angstrom
work function in atomic units: 0.16537 hartree
F in atomic units: 0.009723 hartree/bohr
exit distance at Fermi level: 9.00 angstrom
WKB exponent at Fermi level: 13.041
WKB transmission at Fermi level: 2.1685e-06
window width d: 0.2300 eV
d/phi: 0.05112
E_F/d: 26.08
band-bottom tail term: 1.27e-10
lower bound on J_W/J_FN: 0.9233
prefactor constant 1/(16 pi^2 hbar): 9.6209e+12 1/(s eV)
exponent constant: 0.68309 1/(sqrt(eV) angstrom)
J_FN: 1.1591e+06 electrons/(s angstrom^2)
J_FN converted: 1.8570e+07 A/m^2
J_W: 1.0819e+06 electrons/(s angstrom^2)
J_M: 2.1610e+06 electrons/(s angstrom^2)
mean depth, full WKB: 0.4310 eV
mean depth, 2d: 0.4601 eV
plot slope, full WKB at F=0.5: -6.4895 eV/angstrom
plot slope, formula: -6.5207 eV/angstrom
largest relative error of supply count: 8.3e-05
first correction coefficient, extrapolated: 1.4997
power of F at 0.05 eV/angstrom, linear supply: 1.9925
power of F at 0.05 eV/angstrom, constant supply: 0.9975
power of F at 0.5 eV/angstrom, linear supply: 1.9376
matched/WKB transmission at Fermi level, F=0.5: 1.9800
edge factor P, formula: 1.9795
edge factor P, extrapolated current ratio: 1.9793
F (eV/angstrom) | d/phi | J_FN (1/(s angstrom^2)) | J_W/J_FN | J_M/J_FN
0.2 | 0.0204 | 5.922e-04 | 0.9711 | 1.9312
0.3 | 0.0307 | 6.991e+01 | 0.9579 | 1.9083
0.5 | 0.0511 | 1.159e+06 | 0.9334 | 1.8644
0.8 | 0.0818 | 3.947e+08 | 0.9007 | 1.8025
1.0 | 0.1022 | 3.148e+09 | 0.8811 | 1.7629
```
